# Turning points and half-field intensity of a triplet powder spectrum

A rigid sample contains triplet molecules in all orientations with equal probability. A continuous-wave spectrometer holds the microwave frequency $\nu$ fixed and sweeps the static field $B$. The g factor is isotropic and nuclear spins are left out. Energies are divided by Planck's constant $h$ and given in GHz, the natural unit here. The Hamiltonian is

$$\frac{H}{h}=b\,\mathbf n\cdot\mathbf S+V,\qquad V=\sum_{i=x,y,z}D_iS_i^2,\qquad b=\frac{g\mu_BB}{h},$$

where $S=1$, the unit vector $\mathbf n$ points along the field, and $x,y,z$ are the principal axes of the zero-field splitting, with

$$D_x=-\tfrac D3+E,\qquad D_y=-\tfrac D3-E,\qquad D_z=\tfrac{2D}3,\qquad \sum_iD_i=0 .$$

We take $0<|E|<|D|/3$, so that the three $D_i$ are distinct, and $|D|\ll\nu$. A turning point is a resonance field that is stationary under a small change of orientation. Numerical examples use the model values $\nu=9.5$, $D=1.5$ and $E=0.2$ GHz and the free-electron g factor, for which 1 GHz corresponds to 35.6825 mT.

## (a) First-order turning points

**Find the resonance fields of the two allowed transitions to first order in $V$, and their turning points.**

**Solution.** Let $m$ be the spin projection along $\mathbf n$, and let 1 and 2 label two axes perpendicular to $\mathbf n$. In the state $|m\rangle$,

$$\langle S_n^2\rangle=m^2,\qquad \langle S_1^2\rangle=\langle S_2^2\rangle=\tfrac12(2-m^2),$$

because $\mathbf S^2=2$. The symmetrized products of different components average to zero. Define

$$u=D_{nn}=\sum_iD_in_i^2 .$$

The tensor is traceless, so $D_{11}+D_{22}=-u$, and

$$\langle V\rangle=um^2-\tfrac u2(2-m^2)=\tfrac u2(3m^2-2).$$

The levels $m=\pm1$ shift by $u/2$ and the level $m=0$ shifts by $-u$. The two gaps are

$$\Delta_{-1\to0}=b-\tfrac32u,\qquad \Delta_{0\to+1}=b+\tfrac32u .$$

Setting each gap equal to $\nu$ gives $b=\nu+\frac32u$ and $b=\nu-\frac32u$ respectively.

To make $u$ stationary on the sphere $\sum_in_i^2=1$, introduce a multiplier $\mu$. The condition is $D_in_i=\mu n_i$ for each $i$. Since the $D_i$ are distinct, only one $n_i$ can differ from zero, so $\mathbf n$ lies along a principal axis. Three axes and two transitions give six fields:

$$b=\nu\pm D,\qquad b=\nu\mp\tfrac12(D-3E),\qquad b=\nu\mp\tfrac12(D+3E),$$

for $z$, $x$ and $y$. The upper sign belongs to $-1\to0$. If $E=0$, the $x$ and $y$ fields coincide and four distinct fields remain.

## (b) Beyond first order

**Do higher orders in $V$ move these turning points off the axes or add new ones? Find the exact axis fields.**

**Solution.** Use the basis $|T_x\rangle,|T_y\rangle,|T_z\rangle$ in which $S_i|T_j\rangle=i\sum_k\epsilon_{ijk}|T_k\rangle$. Then $S_i^2$ gives zero on $|T_i\rangle$ and one on the other two states, so $V|T_j\rangle=-D_j|T_j\rangle$. With $b_i=bn_i$,

$$\frac Hh=\begin{pmatrix}-D_x&-ib_z&ib_y\\ ib_z&-D_y&-ib_x\\ -ib_y&ib_x&-D_z\end{pmatrix}.$$

In $\det(\lambda-H/h)$ the two products of three off-diagonal elements are $\mp ib_xb_yb_z$ and cancel. What remains is

$$\prod_i(\lambda+D_i)-\sum_i(\lambda+D_i)b_i^2=0 .$$

Because $\sum_iD_i=0$, the sum of pair products is $D_xD_y+D_yD_z+D_zD_x=-\frac12\sum_iD_i^2$. Also $\sum_iD_i^2=\frac23D^2+2E^2$. Hence

$$\lambda^3-p\lambda-(b^2u-\Pi)=0,\qquad p=b^2+\frac{D^2+3E^2}{3},\qquad \Pi=D_xD_yD_z .$$

The orientation enters the levels only through $u$.

Let two roots $\lambda_1,\lambda_2$ differ by $\nu$, and call the third $c$. The roots sum to zero, so $\lambda_1+\lambda_2=-c$. The coefficient of $\lambda$ gives $\lambda_1\lambda_2-c^2=-p$. Therefore

$$\nu^2=(\lambda_1+\lambda_2)^2-4\lambda_1\lambda_2=c^2-4(c^2-p)=4p-3c^2 .$$

The third root also obeys the cubic, $b^2u=\Pi+c(c^2-p)$. Since $c^2-p=(p-\nu^2)/3$,

$$u=F(b)=\frac1{b^2}\left[\Pi+\frac{c\,(p-\nu^2)}3\right],\qquad c=\pm\sqrt{\frac{4p-\nu^2}3}.$$

For an allowed transition, which joins neighbouring levels, $c$ is the highest root (upper sign, $-1\to0$) or the lowest (lower sign). It cannot vanish: an outermost root equal to zero would force all three to vanish, because they sum to zero, whereas $p>0$. Thus $F$ is smooth on each allowed branch. For $|D|\ll\nu$ its slope is close to $\pm\frac23$, as follows from $b\approx\nu$, $c\approx\pm\nu$ and $p-\nu^2\approx2\nu(b-\nu)$.

Under a change of orientation $\nabla u=F'(b)\nabla b$ with $F'\neq0$, so $b$ is stationary exactly where $u$ is. The allowed branches have six turning points, all on the axes. If $D$ becomes comparable with $\nu$, $F'$ may vanish or resonances may disappear, and the count is no longer guaranteed.

For a field along axis $i$, the state $|T_i\rangle$ stays at $-D_i$. The other two states, $j$ and $k$, form a $2\times2$ block with levels

$$\tfrac12D_i\pm W,\qquad W=\sqrt{b^2+\tfrac14(D_j-D_k)^2}.$$

The lower gap is $W-\frac32D_i$ and the upper gap is $W+\frac32D_i$. Setting each equal to $\nu$ gives

$$b_{i\pm}=\sqrt{\left(\nu\pm\tfrac32D_i\right)^2-\tfrac14(D_j-D_k)^2}.$$

Reversing the signs of both $D$ and $E$ exchanges the two branches, so the six positions do not reveal the sign of $D$.

In the example $(D_x,D_y,D_z)=(-0.3,-0.7,1.0)$ GHz. For $x$ with the upper sign,

$$b=\sqrt{(9.5-0.45)^2-\tfrac14(1.7)^2}=9.010\ \text{GHz},$$

or 321.50 mT. All six fields, in mT, are:

| axis, sign | exact | first order |
|---|---:|---:|
| $z,-$ | 285.37 | 285.46 |
| $y,+$ | 300.62 | 301.52 |
| $x,+$ | 321.50 | 322.93 |
| $x,-$ | 353.74 | 355.04 |
| $y,-$ | 375.74 | 376.45 |
| $z,+$ | 392.44 | 392.51 |

The exact fields lie lower because of the subtracted square. For $x,+$ the shift is about $0.7225/(2\times9.05)=0.040$ GHz, or 1.4 mT.

## (c) What the spectrum shows there

**What shape does the powder absorption have at each turning point?**

**Solution.** Near axis $i$, put $n_i^2=1-n_j^2-n_k^2$:

$$u-D_i=(D_j-D_i)n_j^2+(D_k-D_i)n_k^2 .$$

Write $q_i=\sqrt{|D_j-D_i||D_k-D_i|}$. If $D_i$ is the largest or smallest principal value, the orientations with $|u-D_i|<\varepsilon$ fill an ellipse of area $\pi\varepsilon/q_i$ at each of two poles. Divided by $4\pi$, this is a fraction $\varepsilon/(2q_i)$ of the sphere. The density of $u$ therefore starts with a step of height $1/(2q_i)$.

If $D_i$ is the middle value, the two coefficients have opposite signs. Rescale $n_j,n_k$ to $X,Y$ and let $w=u-D_i$. The density is

$$\frac{2}{4\pi q_i}\iint dX\,dY\,\delta(X^2-Y^2-w).$$

For $w>0$ each $Y$ gives two roots $X=\pm\sqrt{Y^2+w}$, each contributing $1/(2\sqrt{Y^2+w})$. With a cutoff $L$ where the quadratic form ceases to hold,

$$\int_{-L}^{L}\frac{dY}{\sqrt{Y^2+w}}=2\,\mathrm{arsinh}\frac L{\sqrt w}\approx\ln\frac1w+\text{constant}.$$

For $w<0$ the roles of $X$ and $Y$ are exchanged. The density has a logarithmic peak, $\ln(1/|w|)/(2\pi q_i)$.

Since $b$ is a smooth function of $u$ on each branch, the absorption inherits these shapes. In the example $z$ and $y$ give steps and $x$ gives the peaks. In a first-derivative spectrum the steps become peaks and the logarithmic peaks become zero crossings flanked by lobes of opposite sign.

A simulated powder spectrum shows how well line broadening preserves the positions. The $3\times3$ matrix was diagonalized on a grid of orientations, the resonance fields were found by Newton's method, and the absorption was broadened by a Gaussian of standard deviation 0.5 mT. Within 3 mT of each exact field, the steepest slope (for $y$ and $z$) or the highest absorption (for $x$) lay within 0.05 mT of that field.

## (d) The half-field line

**The outer two levels can also be separated by $\nu$, near $b=\nu/2$. Over what range of field does this happen?**

**Solution.** The relation $\nu^2=4p-3c^2$ still holds, but $c$ is now the middle root:

$$b^2=\frac{\nu^2}4-\frac{D^2+3E^2}3+\frac34c^2 .$$

The middle root can vanish. The cubic then requires $u=\Pi/b^2$, a value much smaller than $|D|$. Some orientations satisfy this, because $u$ takes both signs on the sphere. The lower edge is therefore

$$b_{\min}=\sqrt{\frac{\nu^2}4-\frac{D^2+3E^2}3}.$$

This turning point lies off the axes, on the whole curve of orientations with that value of $u$, and is additional to the six allowed ones. The half-field resonance is also stationary on the three axes, at $b=\sqrt{\nu^2/4-\frac14(D_j-D_k)^2}$, but part (e) shows that the transition moment vanishes there.

To leading order $c=-u$, so $c^2$ is largest along $z$. There the outer gap is $2\sqrt{b^2+E^2}$, and the upper limit is $b=\sqrt{\nu^2/4-E^2}$. In the example the range is 166.50 to 169.34 mT, just below the field 169.49 mT that corresponds to $\nu/2$. It is far narrower than the allowed spectrum because the first-order shift $u/2$ is the same for $m=+1$ and $m=-1$.

## (e) Why the transition is weakly allowed

**The microwave field is perpendicular to the static field. Find the squared transition moment to leading order in $V$.**

**Solution.** A perpendicular spin component changes $m$ by one, so the moment between pure $m=\pm1$ states is zero. The zero-field splitting mixes in $|0\rangle$. From $\langle+|S_1|0\rangle=\langle0|S_1|-\rangle=1/\sqrt2$ and $\langle+|S_2|0\rangle=\langle0|S_2|-\rangle=-i/\sqrt2$, the terms $D_{an}(S_aS_n+S_nS_a)$ of $V$, with $a=1,2$, give

$$\langle+|V|0\rangle=v=\frac{D_{1n}-iD_{2n}}{\sqrt2},\qquad \langle0|V|-\rangle=-v .$$

The second sign comes from $S_n|-\rangle=-|-\rangle$. The unperturbed energies are $b,0,-b$, so the relevant first-order admixtures are

$$|+'\rangle=|+\rangle+\frac{v^*}b|0\rangle,\qquad |-'\rangle=|-\rangle+\frac{-v}{-b}|0\rangle=|-\rangle+\frac vb|0\rangle .$$

Mixing between $|+\rangle$ and $|-\rangle$ does not contribute at this order, because $S_1$ and $S_2$ have no diagonal elements in these states. The two remaining paths add:

$$\langle+'|S_1|-'\rangle=\frac1{\sqrt2}\frac vb+\frac vb\frac1{\sqrt2}=\frac{D_{1n}-iD_{2n}}b .$$

A microwave field along another perpendicular direction changes only the phase. Since $(D^2)_{nn}=D_{1n}^2+D_{2n}^2+u^2$,

$$|\langle+'|S_\perp|-'\rangle|^2=\frac{(D^2)_{nn}-u^2}{b^2}.$$

For $E=0$ this equals $(D\sin\theta\cos\theta/b)^2$, where $\theta$ is the angle between field and $z$ axis. It vanishes along every principal axis, where $V$ has no component $D_{1n}$ or $D_{2n}$.

## (f) Integrated intensity

**Find the ratio $R$ of the field-integrated half-field absorption to that of both allowed branches. Assume thermal equilibrium with $h\nu,h|D|\ll k_BT$ and no saturation.**

**Solution.** Over the sphere $\langle n_i^2\rangle=\frac13$ and $\langle n_i^4\rangle=\frac12\int_{-1}^1x^4dx=\frac15$. Averaging $(\sum_in_i^2)^2=1$ gives $\frac35+6\langle n_i^2n_j^2\rangle=1$, so $\langle n_i^2n_j^2\rangle=\frac1{15}$ for $i\neq j$. Using $\sum_{i\ne j}D_iD_j=-\sum_iD_i^2$,

$$\langle u^2\rangle=\left(\frac15-\frac1{15}\right)\sum_iD_i^2=\frac2{15}\sum_iD_i^2 .$$

Since $\langle(D^2)_{nn}\rangle=\frac13\sum_iD_i^2$, the mean squared moment is

$$\left(\frac13-\frac2{15}\right)\frac{\sum_iD_i^2}{b^2}=\frac{\sum_iD_i^2}{5b^2}=\frac{2(D^2+3E^2)}{15b^2}.$$

Each allowed transition has squared moment $\frac12$, giving 1 in total. At high temperature the population difference is proportional to the energy gap, which is $h\nu$ in every case, so it cancels. A field sweep contributes $\int db\,\delta(\nu-\Delta(b))=1/|d\Delta/db|$. This is 1 for an allowed transition and $\frac12$ for the half-field transition, whose gap grows as $2b$. With $b_{1/2}=\nu/2$,

$$R=\frac{D^2+3E^2}{15\,b_{1/2}^2}=\frac{4(D^2+3E^2)}{15\,\nu^2}.$$

This is the $(D/B)^2$ law, with $D$ expressed in field units and $B$ taken at the half-field line. For a spectrum recorded as a first derivative, the intensities are double integrals.

In the example $R=4(2.25+0.12)/(15\times90.25)=7.00\times10^{-3}$. Numerical diagonalization and orientation averaging give $7.26\times10^{-3}$, which is 3.7% above the formula. With $D$ and $E$ both reduced tenfold, the excess is 0.035%, about a hundredfold smaller, as expected of a relative correction of order $(D/\nu)^2$.

## (g) Radical pairs

**Two localized electron spins a distance $r$ apart interact as point dipoles and by isotropic exchange. How does $R$ depend on $r$?**

**Solution.** With $z$ along the line joining the spins,

$$\frac{H_{12}}h=J\,\mathbf S_1\cdot\mathbf S_2+T\left(\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z}\right),\qquad T=\frac{\mu_0g^2\mu_B^2}{4\pi hr^3}.$$

Here $\mathbf S_1,\mathbf S_2$ are the two spins and $\mathbf S$ is their sum. Squaring the sums gives $\mathbf S_1\cdot\mathbf S_2=\frac12(\mathbf S^2-\frac32)$ and $S_{1z}S_{2z}=\frac12(S_z^2-\frac12)$. The dipolar term becomes

$$\frac T2\left(\mathbf S^2-3S_z^2\right)=-\frac{3T}2\left(S_z^2-\tfrac13\mathbf S^2\right).$$

It vanishes in the singlet. In the triplet it is a zero-field splitting with $D=-\frac32T$ and $E=0$. Exchange shifts the whole triplet and leaves $D$ unchanged. Therefore

$$R=\frac4{15}\,\frac94\,\frac{T^2}{\nu^2}=\frac35\left(\frac T\nu\right)^2\propto r^{-6}.$$

Slightly different Zeeman energies of the two spins mix the singlet with the $m=0$ triplet state. If this difference and $|J|$ are small compared with $\nu$, and $h|J|\ll k_BT$, the result survives to leading order. Both $m=0$ states then lie at nearly the same energy distance $b$ from $m=\pm1$, and the half-field amplitude sums over both. That sum does not depend on how they are mixed, and neither does the summed allowed strength.

Numerically $Tr^3=52.04$ MHz nm³, so at 9.5 GHz

$$R=\frac{1.80\times10^{-5}\ \text{nm}^6}{r^6}.$$

At 0.8 nm, $D=-152$ MHz and $R=6.87\times10^{-5}$. At 1.2 nm, $D=-45.2$ MHz and $R=6.03\times10^{-6}$. Diagonalization in the full four-state space, with $J=30$ MHz and Zeeman energies multiplied by $1\pm0.002$ for the two spins, gives the same values to three digits. The power of $r$ obtained from the two distances is $-6.00$.

The $(D/B)^2$ law holds to leading order for a triplet with $|D|\ll\nu$ under the conditions of part (f), whatever the origin of $D$, provided g is isotropic (an anisotropy $\Delta g$, which usually accompanies a spin-orbit $D$, changes the prefactor by a relative amount of order $\Delta g/g$), but the $r^{-6}$ law also needs $D\propto r^{-3}$. It fails if the spins are delocalized over lengths comparable with $r$, or if spin-orbit coupling contributes appreciably to $D$. Spin-polarized pairs break the assumption of equilibrium populations. For a spread of distances the intensity measures $\langle r^{-6}\rangle$, which gives the closest pairs the greatest weight.
